# Flexible boundary conditions: convergence of the core–buffer iteration on a harmonic lattice, part 2

A defect in a periodic harmonic crystal is relaxed iteratively. Units are eV and Å. The host has force constants $D$ (energy $\tfrac12u^TDu$ for displacements $u$) and Green function $G$, with $DG=GD=1-P_0$, where $P_0$ projects on translations. The defect crystal has $\Phi=D+\Delta$, $\Delta=B\kappa B^T$, and force $f^{\rm ext}-\Phi u$, with misfit forces $f^{\rm ext}$. Subscripts 1, 2, 3 mean core, buffer, remainder. $\Delta$ and $f^{\rm ext}$ are confined to the core. Assumption 3: the buffer holds every site coupled to the core, $D_{31}=0$.

Relaxing the core from $u=0$, all else clamped, leaves the buffer force $f^{(0)}$. Each cycle (a) adds $Gf$ to all displacements, $f$ being the buffer force, and (b) relaxes the core again. Then
$$f^{(m+1)}=Mf^{(m)},\qquad M=D_{21}\Phi_{11}^{-1}\Delta G_{12},$$
with eigenvalues $\lambda$ and spectral radius $\rho$. The free and clamped compliances and their difference are
$$\Gamma=B^TG_{11}B,\qquad \gamma=B^TgB,\quad g=D_{11}^{-1},\qquad h=\Gamma-\gamma .$$
Here $y^T\gamma^{-1}y$ is the minimum of $u^TDu$ over core displacements with $B^Tu=y$. Earlier results:
$$B^TG_{12}D_{21}\Phi_{11}^{-1}B=-h(1+\kappa\gamma)^{-1}.\tag{1}$$
The nonzero $\lambda$ are the nonzero eigenvalues of $-\kappa h(1+\kappa\gamma)^{-1}$; they are real and obey
$$\lambda>1-\mu,\qquad\mu=\max{\rm eig}(\gamma^{-1}\Gamma).\tag{3}$$
If $\Phi_{11}>0$, the crystal is stable if and only if $\Gamma^{-1}+\kappa>0$, equivalently $\lambda_{\max}<1$. Stability with $\Gamma\le2\gamma$ ensures $\rho<1$.

Damping replaces $Gf$ by $\omega Gf$. A stable crystal then converges for
$$0<\omega<\frac{2}{1-\min(\lambda_{\min},0)}.$$
For a spectrum from $\lambda_{\min}<0$ to 0, the best value is $\omega^*=2/(2-\lambda_{\min})$, with rate $-\lambda_{\min}/(2-\lambda_{\min})$.

The impurity's core is the impurity and its twelve neighbours; its buffer is the 42 atoms around them. A second example, a stiff 141-atom inclusion, diverges undamped. The closing listing also checks a 216-atom cell whose 36 core bonds are changed by $s$ times a random pattern, and a chain of springs $k=1$ eV/Å² whose $n$-atom core has its $n-1$ inner bonds changed by $\Delta k$, where
$$\lambda=-\frac{\Delta k\,(n-1)}{k(n+1)+2\Delta k}.$$

## The face-centred cubic impurity

The model has lattice constant $a=4$ Å and nearest-neighbour central springs $k=1$ eV/Å², with energy $\tfrac12\sum_bk_b(s_b-\delta_b)^2$, where $s_b=e_b\cdot(u_j-u_i)$ is the linearized stretch along the unit bond vector $e_b$ from $i$ to $j$. The twelve impurity bonds have $k'=0.5$ eV/Å², so $\Delta k=-0.5$ eV/Å², and misfit $\delta=0.1$ Å. The columns of $B$ are these bonds, so $B^Tu$ lists their stretches, $\kappa=\Delta k\,1$ and $f^{\rm ext}=k'\delta B\mathbf 1$. $G$ is the discrete Fourier transform of $D(q)^{-1}$, $D(q)=\sum2k[1-\cos(q\cdot r_b)]e_be_b^T$ over the six bond directions, on an $N^3$ mesh without $q=0$. This is the Green function of a periodic crystal of $N^3$ atoms.

With $n$ the unit vector to a neighbour, the patterns $1$; $n_x^2-n_y^2$; $n_xn_y$; $n_x$; $n_x(n_y^2-n_z^2)$ and their cubic partners carry $A_{1g},E_g,T_{2g},T_{1u},T_{2u}$. The dimensions $1+2+3+3+3$ add to twelve, so each occurs once. For a core of cubic symmetry, Schur's lemma makes $\Gamma$ and $\gamma$ multiples of the identity on each sector $\sigma$, and
$$\lambda_\sigma=-\frac{\Delta k\,h_\sigma}{1+\Delta k\,\gamma_\sigma}.$$

Three values follow by hand. First, displacing the impurity alone by $\hat x$ stretches bond $n$ by $-n_x$, so $D$ acting on this displacement gives $-kBc$ with $c=n_x$. The response to $Bc$ is thus the shift $-\hat x/k$ of the impurity alone, with stretches $c/k$. It lies inside the core, so $\Gamma=\gamma=1/k$ and $\lambda=0$ for $T_{1u}$. Second, ${\rm tr}\,DG=3(N^3-1)$ is $k$ times the sum of $b^TGb$ over $6N^3$ equivalent bond vectors $b$, so twelve bonds give ${\rm tr}\,\Gamma=(6/k)(1-N^{-3})$. Third, the normalized $A_{1g}$ pattern gives the unit vector $v$ that moves each neighbour radially by $s=1/\sqrt{12}$. In the 13-atom core $v$ is the single fully symmetric displacement, hence an eigenvector of $D_{11}$. The 12 radial bonds stretch by $s$, and so do the 24 bonds among the neighbours, which form equilateral triangles with the centre. For one neighbour $\sum(n\cdot e)^2=4$ over its twelve bonds, because $\sum ee^T$ is isotropic with trace 12. The bond to the centre takes 1 of this and the four shell bonds at 60° take $4\times\tfrac14$, leaving 2 for the seven outer bonds. So $v^TDv=k(12+24+24)s^2=5k$ and $\gamma_A=1/5k$.

| sector | $\Gamma$ (Å²/eV) | $\gamma$ (Å²/eV) | $\lambda$ |
|---|---|---|---|
| $A_{1g}$ | 0.24106 | 0.20000 | 0.02281 |
| $E_g$ | 0.37509 | 0.30000 | 0.04417 |
| $T_{2g}$ | 0.33215 | 0.26316 | 0.03972 |
| $T_{1u}$ | 1 | 1 | 0 |
| $T_{2u}$ | 0.33744 | 0.29167 | 0.02680 |

These values are extrapolated to the infinite lattice. For $E_g$, $\lambda=0.5\times0.075088/(1-0.5\times0.3)=0.04417$, which is the spectral radius. The largest ratio is $\mu=0.332148/0.263158=1.262<2$, and stability, $1/\Gamma_\sigma+\Delta k>0$ in all sectors, means $\Delta k>-k$ because the largest $\Gamma_\sigma$ is $1/k$. With this core the iteration converges for every $k'>0$.

The constant ratio follows from (1). The first relaxation leaves $f^{(0)}=-k'\delta\,D_{21}\Phi_{11}^{-1}B\mathbf 1$, and
$$M\,D_{21}\Phi_{11}^{-1}B\mathbf 1=D_{21}\Phi_{11}^{-1}B\,\kappa\,[-h(1+\kappa\gamma)^{-1}]\mathbf 1=\lambda_A\,D_{21}\Phi_{11}^{-1}B\mathbf 1 .$$
The starting force is an eigenvector of $M$. In the $N=24$ cell, where the iteration was run, $\Gamma_A=0.240944$ Å²/eV and $\lambda_A=0.5\times0.040944/0.9=0.022747$. The observed ratio is about half the spectral radius because a symmetric misfit does not excite $E_g$.

At equilibrium $Du=f^{\rm ext}-\Delta k\,BB^Tu$. Applying $B^TG$ and writing $B^Tu=x\mathbf 1$ gives $x=\Gamma_A(k'\delta-\Delta k\,x)$, so
$$x_\infty=\frac{k'\delta\,\Gamma_A}{1+\Delta k\,\Gamma_A}=\frac{0.05\times0.241055}{1-0.5\times0.241055}\ \text{Å}=0.013705\ \text{Å}.$$
The clamped core has $\gamma_A$ in place of $\Gamma_A$: $x_0=0.05\times0.2/0.9=0.011111$ Å, which is 19% below $x_\infty$. Expanding the energy gives $E=6k'\delta^2-f^{\rm ext}\!\cdot u+\tfrac12u^T\Phi u$. At the clamped and at the free minimum $u^T\Phi u=f^{\rm ext}\!\cdot u=12k'\delta x$, so $E=6k'\delta(\delta-x)$. This is 30 meV unrelaxed, $0.3\times0.088889$ eV $=26.67$ meV clamped, and $0.3\times0.086295$ eV $=25.89$ meV, or 2.498 kJ/mol, in the infinite lattice.

## Error analysis

**Truncating the iteration.** The error $e_m=u^{(m)}-u^{(\infty)}$ obeys $\Phi e_m=-f^{(m)}=-\lambda_A^mf^{(0)}$, so $e_m=\lambda_A^me_0$ up to a translation. The elongation error is $(x_\infty-x_0)\lambda_A^m$, and the energy error $\tfrac12e_m^T\Phi e_m$ falls as $\lambda_A^{2m}$. For $N=24$ the limit is 0.01369737 Å, which a conjugate-gradient solution of the whole cell confirms. After one cycle $x=0.01369737-0.00258626\times0.022747=0.01363854$ Å, as found. The energy error goes from $26.666667-25.890788=0.775879$ meV to $0.775879\times0.022747^2=0.00040$ meV, matching $25.891190-25.890788$. When one eigenvalue governs, summing the geometric tail gives the remaining error as the last increment times $\lambda/(1-\lambda)$.

**The mesh.** The summand of $\Gamma_A$ stays bounded as $q\to0$, since the factor $q^{-2}$ of $D^{-1}$ meets two factors of $q$ from the zero-sum forces; the value it approaches depends on the direction of $q$. The omitted point has weight $N^{-3}$, which suggests a leading error of that order. The program tests it: the differences between $N=12$, 24 and 48 fall by a factor of 8 to within 15%. Richardson extrapolation adds one seventh of the last difference, $0.241042+0.000098/7\approx0.24106$ Å²/eV. The $N=24$ value is low by 0.000111 Å²/eV, or 0.27% of $h_A$. Through $dx/d\Gamma_A=k'\delta/(1+\Delta k\Gamma_A)^2=0.0646$ eV/Å this shifts $x$ by $7\times10^{-6}$ Å, 0.05% of $x_\infty$. Two cycles leave $1.3\times10^{-6}$ Å, so beyond the second cycle the mesh error dominates.

**A buffer that is too thin.** If $D_{31}\ne0$, each core relaxation puts force on region 3, which step (a) does not read. The check keeps the six second neighbours as buffer, and the outcome is the extreme one: $x$ stays at 0.011111 Å and the full 0.06086 eV/Å remains. The bond from $(\tfrac12,\tfrac12,0)a$ to $(1,0,0)a$ is perpendicular to the radial displacement, so these six atoms feel no force. The whole force sits on other atoms. Twelve at $(1,1,0)a$ and its equivalents receive $kx_0$ each. Twenty-four at $(1,\tfrac12,\tfrac12)a$ and its equivalents receive two forces $kx_0/2$ at 60°, of squared sum $\tfrac34k^2x_0^2$. The norm is $\sqrt{12+18}\,kx_0=0.06086$ eV/Å. A vanishing buffer force certifies equilibrium under assumption 3; here it certified nothing.

**Core size.** For a large core, continuum elasticity gives $h$ as the image field of a clamped surface of radius $R$. A force pattern whose lowest nonzero moment has order $l$ produces a field $\propto r^{-(l+1)}$. The image that cancels it at $R$ has that size and varies on the scale $R$, and contraction with the same pattern picks its $l$-th derivative, so $h\propto R^{-(2l+1)}$ at leading order. The even sectors have $l=1$. For $T_{2u}$ the net force $\sum cn$ vanishes by orthogonality to $T_{1u}$ and the first moment $\sum c\,nn^T$ by parity, so $l=2$. At fixed defect $\gamma_\sigma\to\Gamma_\sigma$, and $\lambda_\sigma$ follows $R^{-3}$ or $R^{-5}$.

An isotropic medium supplies a prefactor for $A_{1g}$. Forces $n/\sqrt{12}$ at $r_0n$, with $r_0=a/\sqrt2=2.828$ Å, have dipole tensor $p\,1$ with $p=4r_0/\sqrt{12}$, equivalent to the force density $-p\nabla\delta(r)$. For a curl-free field equilibrium reads $C_L\nabla(\nabla\cdot u)=p\nabla\delta$, with $C_L$ the longitudinal modulus, so $\nabla\cdot u=p\,\delta/C_L$ and $u=p\,\mathbf r/4\pi C_Lr^3$. Clamping subtracts the uniform dilation $p\,\mathbf r/4\pi C_LR^3$, which solves the homogeneous equation and cancels $u$ at $r=R$. Its contraction with the twelve forces is
$$h_A\approx\frac{12}{\sqrt{12}}\,\frac{p\,r_0}{4\pi C_LR^3}=\frac{r_0^2}{\pi C_LR^3}.$$
The moduli come from $D(q)\to\Omega\,Cqq$ with $\Omega=a^3/4$ and $2(1-\cos\theta)\to\theta^2$. For $q\parallel x$, four bond directions give $D_{xx}=4k(qa/2)^2/2$, so $C_{11}=2k/a=0.5$ eV/Å³, and two give $D_{yy}$, half as large, so $C_{44}=0.25$ eV/Å³. For $(q,q,0)$ one direction gives $D_{xy}=k(qa)^2/2=\Omega(C_{12}+C_{44})q^2$, so $C_{12}=0.25$ eV/Å³. Averaging $C_{11}\sum_in_i^4+2(C_{12}+2C_{44})\sum_{i<j}n_i^2n_j^2$ over directions, where the sums average to $3/5$ and $1/5$, gives $C_L=(3C_{11}+2C_{12}+4C_{44})/5=0.6$ eV/Å³.

For spherical cores of 459 to 3589 atoms the radius of the sphere with the same volume runs from 12.06 to 23.93 Å, $\lambda_A$ falls from $1.35\times10^{-3}$ to $1.97\times10^{-4}$, and $\rho$ from $2.55\times10^{-3}$ to $3.77\times10^{-4}$. The exponents between the end points are 2.81, 2.87 and 2.79 for $A_{1g}$, $E_g$, $T_{2g}$, and about 4.8 for $T_{2u}$. The clamped atoms lie outside the volume radius, and a straight-line fit of $h_A^{-1/3}$ against that radius puts the offset at 1.04 Å. A pure cube law in the shifted radius has apparent exponent $3\ln(24.97/13.10)/\ln(23.93/12.06)=2.82$; as the offset is fitted to the same data, this shows consistency and no more. The fitted slope is 0.569 eV$^{1/3}$/Å$^{5/3}$ against the estimate $(\pi\times0.6/8)^{1/3}=0.618$, so the fitted slope is 8% below the estimate and the fitted lattice $h_A$ is about 28% larger than the isotropic value when both are taken at the shifted radius. Both fit parameters depend on the range: for radii of about 24 to 40 Å the slope is 0.564 and the offset 1.24 Å. That cubic anisotropy, $2C_{44}/(C_{11}-C_{12})=2$, accounts for the gap is a conjecture.

**A defect that fills the core.** The decay with $R$ presumes that the core grows around a fixed defect. The inclusion has every bond among the 141 atoms within 8 Å stiffened by 99 eV/Å², with random misfits, in the $N=24$ cell. Its lowest eigenvalue is $\lambda_{\min}=-1.693$, above the bound $1-\mu=-1.822$ as (3) requires, and the undamped force grows by 1.693 per cycle after 40 cycles. These digits and the ones derived from them below belong to the $N=24$ cell. At $N=48$, $\lambda_{\min}$ and the bound move by about 0.015, to $-1.707$ and $-1.837$, and the damping values move by up to 0.004. The damping limit is $2/2.6927=0.743$, and a run 10% above it is found to grow. The value that minimizes the spectral radius of the damped cycle is $\omega^*=2/3.6927=0.542$, with asymptotic rate $1.6927/3.6927=0.458$. The mean rate observed between cycles 5 and 15 is 0.448, about 2% below that; a remaining share of faster modes in this finite window is the conjectured cause. Adding enough host atoms to the core at fixed $B$ is the other remedy. The clamped minimum then runs over a larger set, so $\gamma$ cannot decrease, $\mu$ cannot increase, and the bound (3) cannot move down. As the core grows, $\gamma$ approaches $\Gamma$ and $\mu$ approaches 1, so a stable defect converges once the core is large enough; a thin added layer may not suffice.

All results rest on harmonic forces and on a defect confined to the core. If $\Delta$ reaches regions 2 or 3, step (a) leaves the force $-\Delta Gf$ there too and (1) no longer closes the problem; if the matrix used in place of $G$ does not invert $D$, the residual it leaves in region 3 is not read by later cycles. The numerical check of the spectrum, the iterations and the energies follows below.

## Computed results

```
a = 4.0 A, k = 1.0 eV/A^2, k' = 0.5 eV/A^2, dk = -0.5 eV/A^2, misfit = 0.1 A
core 13 atoms, buffer 42 atoms, cell 13824 atoms (N=24)
sector Gam(N=24) Gam(N=48) Gam(inf) gam h(inf) [A^2/eV]; lam(N=24) lam(inf)
A1g 0.240944 0.241042 0.241055 0.200000 0.041055; 0.022747 0.022809
Eg 0.375043 0.375083 0.375088 0.300000 0.075088; 0.044143 0.044170
T2g 0.332068 0.332138 0.332148 0.263158 0.068990; 0.039676 0.039721
T1u 1.000000 1.000000 1.000000 1.000000 0.000000; 0.000000 0.000000
T2u 0.337444 0.337442 0.337442 0.291667 0.045775; 0.026796 0.026795
trace Gam(inf) = 6.000000 A^2/eV, rho(inf) = 0.044170
max eig(gam^-1 Gam), inf lattice = 1.26216
cycle |f2| [eV/A], ratio, elongation x [A], energy [meV] (N=24)
0 6.0858e-02 1.000000 0.01111111 26.666667
1 1.3843e-03 0.022747 0.01363854 25.891190
2 3.1489e-05 0.022747 0.01369603 25.890788
3 7.1628e-07 0.022747 0.01369734 25.890788
4 1.6293e-08 0.022747 0.01369737 25.890788
direct CG (N=24): x = 0.01369737 A, E = 25.890788 meV
x clamped = 0.01111111 A, x inf lattice = 0.01370455 A
E unrelaxed = 30.0000 meV, E clamped = 26.6667 meV
E inf lattice = 25.8886 meV = 2.4979 kJ/mol
thin buffer (6 atoms): x = 0.01111111 A, leftover force = 0.06086 eV/A
C11 C12 C44 CL = 0.5000 0.2500 0.2500 0.6000 eV/A^3, r0 = 2.8284 A
atoms, volume radius [A], hA hE hT2g hT2u [A^2/eV], lamA, rho
459 12.058 2.384e-03 4.070e-03 4.258e-03 5.409e-04 1.353e-03 2.547e-03
1061 15.943 1.128e-03 1.778e-03 2.045e-03 1.347e-04 6.409e-04 1.225e-03
2123 20.091 5.798e-04 9.299e-04 1.050e-03 4.667e-05 3.295e-04 6.291e-04
3589 23.933 3.473e-04 5.676e-04 6.289e-04 2.026e-05 1.974e-04 3.769e-04
decay exponents A1g Eg T2g T2u: 2.81 2.87 2.79 4.79
slope of hA^(-1/3): lattice 0.5685, isotropic 0.6176 eV^(1/3)/A^(5/3)
clamping offset of the radius = 1.041 A
random defect (N=6): lam_max=1 at s = 1.55105, clamped limit s = 1.80731
lowest eig of Phi at s(1-/+1e-03): 3.531e-03 -3.537e-03 eV/A^2
inclusion: R = 8.0 A, 141 atoms, dk = 99 eV/A^2
lam_min = -1.6927, bound = -1.8224, observed growth = 1.6927
omega limit = 0.7427, best = 0.5416, rate 0.4584, observed 0.4478
chain n = 3, dk = 9.0 eV/A^2: observed ratio -0.818182, formula -0.818182
chain n = 5, dk = 9.0 eV/A^2: observed ratio -1.500000, formula -1.500000
chain n = 5, dk = -0.5 eV/A^2: observed ratio 0.400000, formula 0.400000
```
